\section*{Extrapolating reaction energies: when differencing extrapolated totals gives the same answer}

\section{Rules with fixed shapes}

\textbf{Q.} I have reaction energies in three basis sets and want the complete-basis limit. I can extrapolate each total energy and take the difference, or extrapolate the reaction energy itself. Subtraction and extrapolation can be done in either order, so surely I may choose whichever is convenient?

\textbf{A.} Which extrapolation formula do you use?

\textbf{Q.} For correlation energies, the inverse cube of the cardinal number $X$, with $X=3$ and $4$.

\textbf{A.} Then let us see what it does to the energies. The model is $E_X=E_\infty+AX^{-3}$. Multiplying by $X^3$ gives
\begin{equation}
64E_4=64E_\infty+A,\qquad 27E_3=27E_\infty+A .
\end{equation}
Subtracting the second equation from the first removes $A$:
\begin{equation}
E_\infty=\frac{64E_4-27E_3}{37}.
\label{eq:cubic}
\end{equation}
The weights $64/37$ and $-27/37$ do not depend on the energies. Let a reaction have coefficients $\nu_i$, positive for products and negative for reactants, so that $\Delta E_X=\sum_i\nu_iE_{X,i}$. Then
\begin{equation}
\frac{64\,\Delta E_4-27\,\Delta E_3}{37}
=\sum_i\nu_i\,\frac{64E_{4,i}-27E_{3,i}}{37}.
\end{equation}
The two routes agree for any energies whatever, even if the inverse cube describes them badly. Agreement between the routes is therefore no evidence that the limit is accurate.

\textbf{Q.} So two points are safe and three are not?

\textbf{A.} The number of points is not what matters. Take $E_X=E_\infty+\sum_kA_kg_k(X)$ with shapes $g_k$ fixed in advance, for example $X^{-3}$ and $X^{-5}$. Put the energies in a vector $\mathbf e$, the unknowns $(E_\infty,A_1,\ldots)$ in $\mathbf c$, and the values of $1,g_1,\ldots$ at each $X$ in the rows of a matrix $M$ with independent columns. Least squares minimizes $|M\mathbf c-\mathbf e|^2$. Setting the derivative with respect to $\mathbf c$ to zero gives
\begin{equation}
M^{T}M\mathbf c=M^{T}\mathbf e,\qquad
\mathbf c=(M^{T}M)^{-1}M^{T}\mathbf e .
\end{equation}
The first component, $E_\infty$, is again a sum of energies with fixed weights. Hartree--Fock and correlation energies may even have different fixed rules, since each part is additive by itself.

The shapes must, however, be common to all species. With a fixed exponent $\alpha$, the two-point limit is $E_4-(E_3-E_4)/[(4/3)^\alpha-1]$. If one species is given another $\alpha$, its weights change and the argument fails.

\textbf{Q.} Could some clever nonlinear rule also be additive?

\textbf{A.} Not if it is continuous and additive for all data. Let $F(\mathbf e)$ be the limit it returns, with $F(\mathbf e+\mathbf f)=F(\mathbf e)+F(\mathbf f)$. Repeated addition gives $F(n\mathbf e)=nF(\mathbf e)$. Applying this to $\mathbf e/n$ gives $F(\mathbf e/n)=F(\mathbf e)/n$, so rational positive factors come out. Additivity also gives $F(0)=0$ and hence $F(-\mathbf e)=-F(\mathbf e)$. Continuity extends the result to real factors. Expanding $\mathbf e$ in unit vectors then yields $F(\mathbf e)=\sum_Xw_XE_X$, which is a linear rule.

\section{A fitted exponent}

\textbf{Q.} For Hartree--Fock energies I fit $E_X=E_\infty+Ae^{-bX}$ to three points. Everything still looks like a sum of energies.

\textbf{A.} Here $b$ is taken from the data. Define the two energy drops
\begin{align}
d_1&=E_2-E_3=Ae^{-2b}(1-e^{-b}),\\
d_2&=E_3-E_4=Ae^{-3b}(1-e^{-b}).
\end{align}
Their ratio is $r=d_2/d_1=e^{-b}$, so a decaying fit needs $0<r<1$. The part still missing at $X=4$ is
\begin{equation}
E_4-E_\infty=Ae^{-4b}
=d_2\frac{e^{-b}}{1-e^{-b}}
=d_2\frac{r}{1-r}
=\frac{d_2^2}{d_1-d_2}.
\end{equation}
With $u=d_2$, $v=d_1-d_2$ and $q=u/v=r/(1-r)$, the extrapolated energy is
\begin{equation}
F=E_4-\frac{u^2}{v}=E_4-vq^2 .
\label{eq:fit}
\end{equation}
Both $u$ and $v$ are additive, but $u^2/v$ is not.

\textbf{Q.} How large is the discrepancy for a reaction?

\textbf{A.} Let $U=\sum_i\nu_iu_i$, $V=\sum_i\nu_iv_i\neq0$ and $Q=U/V$. Fitting the reaction energies gives $F(\Delta E)=\Delta E_4-VQ^2$. Differencing the fitted totals gives $\Delta E_4-\sum_i\nu_iv_iq_i^2$. Call the first minus the second $\delta$:
\begin{equation}
\delta=\sum_i\nu_iv_iq_i^2-VQ^2 .
\end{equation}
To see its structure, expand a weighted square, using $\sum_i\nu_iv_iq_i=U=VQ$:
\begin{align}
\sum_i\nu_iv_i(q_i-Q)^2
&=\sum_i\nu_iv_iq_i^2-2Q(VQ)+Q^2V\nonumber\\
&=\sum_i\nu_iv_iq_i^2-VQ^2=\delta .
\label{eq:defect}
\end{align}
The discrepancy vanishes if all species converge with the same ratio $r$. Otherwise its sign is open, because the $\nu_i$ have both signs.

\section{Two fragments far apart}

\textbf{Q.} That is a nuisance for reactions. Why would it affect size consistency? My electronic-structure method is size consistent.

\textbf{A.} Suppose it is, so that fragments $A$ and $B$ at large separation satisfy $E_{X,AB}=E_{X,A}+E_{X,B}$ in every basis. Extrapolate the pair and the fragments separately. Equation~\eqref{eq:defect} applies with both coefficients equal to $+1$, and now
\begin{equation}
Q=\frac{v_Aq_A+v_Bq_B}{v_A+v_B},\quad
q_A-Q=\frac{v_B(q_A-q_B)}{v_A+v_B},\quad
q_B-Q=-\frac{v_A(q_A-q_B)}{v_A+v_B}.
\end{equation}
Inserting these differences gives
\begin{align}
F_{AB}-F_A-F_B
&=\frac{v_Av_B^2+v_Bv_A^2}{(v_A+v_B)^2}(q_A-q_B)^2\nonumber\\
&=\frac{v_Av_B}{v_A+v_B}(q_A-q_B)^2 .
\label{eq:pair}
\end{align}
For falling energies with decaying fits, both $v$ are positive and the result cannot be negative. The extrapolation places the pair above its separate fragments, although they do not interact. I shall call this a false repulsion, but it is a constant shift of the energy: at large separation it does not change with distance, so it exerts no force.

\textbf{Q.} Does it also fail for two identical molecules?

\textbf{A.} No. They have equal $q$. More generally, $n$ copies multiply $E_4$, $u$ and $v$ by $n$, so \eqref{eq:fit} is multiplied by $n$ too. A trial on identical molecules would miss the fault.

\textbf{Q.} Is the fault peculiar to the exponential?

\textbf{A.} Consider a fitted power, $E_X=E_\infty+AX^{-\alpha}$. Forming the same drops gives
\begin{equation}
r=\frac{3^{-\alpha}-4^{-\alpha}}{2^{-\alpha}-3^{-\alpha}},\qquad
E_4-E_\infty=d_1h(r),\quad
h=\frac{4^{-\alpha}}{2^{-\alpha}-3^{-\alpha}} .
\end{equation}
For the separated pair, $r_{AB}=w_Ar_A+w_Br_B$, with $w_A=d_{1,A}/(d_{1,A}+d_{1,B})$ and $w_B=1-w_A$. The size error is therefore
\begin{equation}
(d_{1,A}+d_{1,B})\left[w_Ah(r_A)+w_Bh(r_B)-h(r_{AB})\right].
\end{equation}
It is non-negative if $h$ is convex. Evaluated on a grid of 200 exponents from $0.2$ to $10$, the slope of $h$ against $r$ rises throughout. This is numerical evidence for convexity in that range, not a proof.

\section{Numbers for a reaction}

\textbf{Q.} Are these errors large enough to matter?

\textbf{A.} Take B$^+$ + H$_2$ $\rightarrow$ BH$_2^+$, with restricted Hartree--Fock and second-order perturbation theory (MP2) for the valence electrons, in cc-pVDZ, cc-pVTZ and cc-pVQZ ($X=2,3,4$). I chose an H--H distance of 1.40 bohr and a linear ion with B--H distances of 2.20 bohr. The correlation energies of B$^+$ are $-0.0324916$, $-0.0358922$ and $-0.0380420$ hartree, so
\begin{equation}
d_1=0.0034006,\quad d_2=0.0021498,\quad
v=0.0012508,\quad q=1.719,
\end{equation}
with energies in hartree. The same arithmetic for all species gives, with $v$ in hartree:
\begin{center}
\begin{tabular}{lcccc}
 & \multicolumn{2}{c}{Hartree--Fock} & \multicolumn{2}{c}{MP2 correlation}\\
 & $v$ & $q$ & $v$ & $q$\\
B$^+$ & 0.001335 & 0.588 & 0.001251 & 1.719\\
H$_2$ & 0.003753 & 0.133 & 0.003865 & 0.371\\
BH$_2^+$ & 0.005751 & 0.270 & 0.008663 & 0.547\\
reaction & 0.000663 & 0.404 & 0.003547 & 0.325
\end{tabular}
\end{center}
For the Hartree--Fock part, \eqref{eq:defect} gives, in the order BH$_2^+$, B$^+$, H$_2$,
\begin{equation}
\delta=0.000104-0.000045-0.000276=-0.000217\ \text{hartree}.
\end{equation}
Indeed, differencing the fitted totals gives $-0.10948$ hartree, while fitting the reaction energies gives $-0.10970$. For the correlation part the two results are $-0.00034$ and $-0.00235$ hartree. Together the routes differ by $0.0022$ hartree, or 5.9 kJ/mol. This size belongs to the sequence $X=2,3,4$: with cc-pVTZ, cc-pVQZ and cc-pV5Z the ratios of the species lie much closer together, and the difference falls to about 0.3 kJ/mol.

\textbf{Q.} Would the reaction fit have warned me?

\textbf{A.} No. Its ratios are $r=0.29$ for Hartree--Fock and $0.25$ for correlation, so both reaction sequences have ordinary decaying fits. In the correlation part the B$^+$ term supplies $-0.00243$ hartree of $\delta$, because its $q$ is far from that of the reaction.

\textbf{Q.} And the false repulsion?

\textbf{A.} Put B$^+$ and H$_2$ 1000 bohr apart in one calculation. In each basis, its Hartree--Fock and correlation energies equal the fragment sums to within $5\times10^{-10}$ hartree. After the exponential fit, the correlation energy of the pair lies too high by
\begin{equation}
\frac{0.001251\times0.003865}{0.005116}\,(1.719-0.371)^2
=0.0017\ \text{hartree},
\end{equation}
which is 4.5 kJ/mol. The Hartree--Fock part adds 0.5 kJ/mol. With $X=3,4,5$ each of the two parts shrinks to less than 0.1 kJ/mol.

With a fitted power, whose exponent was found by a numerical root search, the correlation size error is $0.016$ hartree. The reason is the large ratio of B$^+$ in these three basis sets, $r=0.632$. As $\alpha\rightarrow0$, $X^{-\alpha}\approx1-\alpha\ln X$, so $r$ tends to $\ln(4/3)/\ln(3/2)=0.71$ and $h\approx1/[\alpha\ln(3/2)]$ diverges. At $\alpha=1/3$ one finds $r=0.632$, the ratio of B$^+$, and $h=6.3$: the fit assigns B$^+$ a missing energy $d_1h\approx0.021$ hartree, about six times its first drop. That tail is spurious. The ratio reflects an irregular sequence, not slow convergence: in cc-pV5Z the correlation energy of B$^+$ is $-0.03870$ hartree, the next ratio is only $0.30$, and the inverse cube for $X=4,5$ puts the limit near $-0.0394$ hartree rather than the fitted $-0.0595$. With $X=3,4,5$ the size error of the power fit is about 0.1 kJ/mol.

A common inverse cube has no such size error. Using $\alpha=3.5$ for B$^+$ and $3$ for H$_2$ and the pair brings one back, $-0.00033$ hartree, this time with the sign of an attraction.

\section{Choosing a route}

\textbf{Q.} Then I should fit totals, since those are the energies the formula was made for?

\textbf{A.} That is right in some cases. Consider two model species whose energies are single exponentials:
\begin{align}
P_X&=-2.0+0.020\,e^{-1.2(X-2)},\\
A_X&=-1.9+0.015\,e^{-1.6(X-2)},
\end{align}
in hartree. Each total is extrapolated without error, but $P-A$ contains two decay constants and is not a single exponential. Replacing $v_A$ by $-v_A$ in \eqref{eq:pair}, with $q_A$ unchanged, gives the error of the fitted difference:
\begin{equation}
-\frac{v_Pv_A}{v_P-v_A}(q_P-q_A)^2 .
\end{equation}
Here $v_P=0.009767$ and $v_A=0.009555$ hartree nearly cancel. The fitted difference is wrong by $-0.0139$ hartree, whereas the fitted sum $P+A$ is wrong by only $0.00015$.

Now consider the separation of a pair that is already far apart. Its reaction energy is zero in every basis. Formula \eqref{eq:fit} then reads $0/0$, but the model fits the constant sequence exactly with $A=0$ and any $b$, so its limit is zero. Differencing fitted totals instead gives minus the false repulsion. So in this case it is the reaction sequence that gives the right answer. Neither route is better for all data.

\textbf{Q.} What would you do for the boron reaction?

\textbf{A.} I would use one fixed rule per energy component for all species. With the shape $e^{-1.6X}$ for Hartree--Fock, a chosen exponent, the two-point limit is $E_4-(E_3-E_4)/(e^{1.6}-1)$. The reaction energies for $X=3,4$ are $-0.1093248$ and $-0.1095928$ hartree, which give $-0.10966$. For correlation they are $-0.0008160$ and $-0.0019703$ hartree, and \eqref{eq:cubic} gives
\begin{equation}
\frac{64(-0.0019703)-27(-0.0008160)}{37}=-0.00281\ \text{hartree}.
\end{equation}
The sum is $-0.1125$ hartree, or $-295$ kJ/mol, by either route. The same rules applied to $X=4,5$ give $-0.1127$ hartree, or $-296$ kJ/mol, so the last digit is not converged. This number still depends on the chosen shapes and on bond distances that were not optimized, and it omits correlation beyond second order, core correlation, vibration and relativity. The first omission is large here, because MP2 misses about 40\% of the valence correlation of B$^+$: in cc-pVTZ, CCSD(T) raises the reaction energy by about 37 kJ/mol, far more than any extrapolation effect above. Its merit is consistency, not proven closeness to the basis limit.

If you must fit exponents, say whether you fitted totals or reaction energies. Fitted totals at least keep reaction cycles closed: each species has one extrapolated energy, which cancels around the cycle. They do not cure the false repulsion, because the separated pair is fitted as a species of its own.
